# The two-parameter Fermi nucleus: normalization, skin thickness and mean square radius: test program

```python
# Result under test: the two-parameter Fermi nuclear charge density
#   rho(r) = rho0 / (1 + exp((r - c)/a)),  4 pi int rho r^2 dr = Z,
# has, with eta = c/a, beta = a/c, D_k = sum_n (-1)^(n+1) exp(-n eta)/n^k,
#   rho0 = 3 Z / (4 pi c^3 N),  N = 1 + pi^2 beta^2 + 6 beta^3 D_3,
#   skin thickness (90% to 10% of rho0)  t = 4 a ln 3,
#   <r^2> = (3/5) c^2 + (7/5) pi^2 a^2 + delta,
# where delta is negative and exponentially small in c/a.
# c: half-density radius, a: diffuseness, Z: nuclear charge; lengths in fm.
import math
import mpmath as mp
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 30
PI = mp.pi
BOHR_IN_FM = physical_constants["Bohr radius"][0] * 1e15


def moment_quadrature(m, c, a):
    """Integral of r^m / (1 + exp((r-c)/a)) from the definition."""
    inner = int(mp.ceil(c / (4 * a)))
    points = [c * k / inner for k in range(inner)] if inner else []
    points += [c + 5 * a * k for k in range(19)]
    return mp.quad(lambda r: r**m / (1 + mp.exp((r - c) / a)), points)


def alternating_series(k, eta):
    total, n = mp.mpf(0), 1
    while mp.exp(-n * eta) > mp.mpf(10) ** (-32):
        total += (-1) ** (n + 1) * mp.exp(-n * eta) / mp.mpf(n) ** k
        n += 1
    return total


def moment2_formula(c, a):
    return c**3 / 3 + PI**2 * a**2 * c / 3 + 2 * a**3 * alternating_series(3, c / a)


def moment4_formula(c, a):
    return (c**5 / 5 + 2 * PI**2 * a**2 * c**3 / 3 + 7 * PI**4 * a**4 * c / 15
            + 24 * a**5 * alternating_series(5, c / a))


def r2_simple(c, a):
    return mp.mpf(3) / 5 * c**2 + mp.mpf(7) / 5 * PI**2 * a**2


def delta_full(c, a):
    b, eta = a / c, c / a
    x = PI**2 * b**2
    d3, d5 = alternating_series(3, eta), alternating_series(5, eta)
    top = 120 * b**5 * d5 - 6 * b**3 * (1 + 7 * x / 3) * d3
    return mp.mpf(3) / 5 * c**2 * top / (1 + x + 6 * b**3 * d3)


def delta_leading(c, a):
    b = a / c
    return (-mp.mpf(18) / 5 * a**3 / c * mp.exp(-c / a)
            * (1 + (7 * PI**2 / 3 - 20) * b**2) / (1 + PI**2 * b**2))


# Half-line integrals that produce the powers of pi
half_line = [5 * k for k in range(19)]
u1 = mp.quad(lambda u: u / (mp.exp(u) + 1), half_line)
u3 = mp.quad(lambda u: u**3 / (mp.exp(u) + 1), half_line)
assert abs(u1 - PI**2 / 12) < 1e-20
assert abs(u3 - 7 * PI**4 / 120) < 1e-20

# Cancellation of the algebraic part, from the moment polynomials themselves
cs, as_ = sp.symbols("c a", positive=True)
poly2 = cs**3 / 3 + sp.pi**2 * as_**2 * cs / 3
poly4 = (cs**5 / 5 + 2 * sp.pi**2 * as_**2 * cs**3 / 3
         + 7 * sp.pi**4 * as_**4 * cs / 15)
target = sp.Rational(3, 5) * cs**2 + sp.Rational(7, 5) * sp.pi**2 * as_**2
assert sp.simplify(poly4 / poly2 - target) == 0

# Moments, remainder and its sign over a wide range of c/a
a_test = mp.mpf("0.7")
scan = []
for eta_text in ["0", "0.5", "2", "5", "10", "20"]:
    eta = mp.mpf(eta_text)
    c_test = eta * a_test
    q2 = moment_quadrature(2, c_test, a_test)
    q4 = moment_quadrature(4, c_test, a_test)
    remainder = q4 / q2 - r2_simple(c_test, a_test)
    assert remainder < 0
    scan.append((eta_text, -remainder / (q4 / q2)))
    if eta > 0:
        assert abs(moment2_formula(c_test, a_test) / q2 - 1) < 1e-18
        assert abs(moment4_formula(c_test, a_test) / q4 - 1) < 1e-18
        assert abs(delta_full(c_test, a_test) / remainder - 1) < 1e-12
        # truncation error of the series is below the first omitted term
        algebraic = c_test**3 / 3 + PI**2 * a_test**2 * c_test / 3
        d3_measured = (q2 - algebraic) / (2 * a_test**3)
        first_term = mp.exp(-eta)
        assert abs(d3_measured - first_term) < mp.exp(-2 * eta) / 8
    if eta_text == "20":
        # corrections to the leading form are of relative order exp(-20)
        assert abs(delta_leading(c_test, a_test) / remainder - 1) < 1e-7

print("Relative excess of simple <r^2> over quadrature value:")
for eta_text, excess in scan:
    print(f"  c/a = {eta_text:>4s}: {float(excess):.3e}")


def worked_case(label, charge, rms_text, skin_text):
    rms, skin = mp.mpf(rms_text), mp.mpf(skin_text)
    a = skin / (4 * mp.log(3))
    c = mp.sqrt(mp.mpf(5) / 3 * rms**2 - mp.mpf(7) / 3 * PI**2 * a**2)
    eta, b = c / a, a / c
    norm_factor = 1 + PI**2 * b**2 + 6 * b**3 * alternating_series(3, eta)
    rho0 = 3 * charge / (4 * PI * c**3 * norm_factor)
    cf, af, rho0f = float(c), float(a), float(rho0)

    def density(r):
        return rho0f / (1 + math.exp((r - cf) / af))

    # Normalization of the density actually used
    far = cf + 45 * af
    enclosed = quad(lambda r: 4 * math.pi * r * r * density(r), 0, far,
                    points=[cf], epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    assert abs(enclosed / charge - 1) < 1e-9

    # Skin thickness by root search on the density
    def radius_at(level):
        return brentq(lambda r: density(r) / level - 1, 0, cf + 20 * af)

    r90, r10 = radius_at(0.9 * rho0f), radius_at(0.1 * rho0f)
    assert abs((r10 - r90) - float(skin)) < 1e-9
    centre = density(0.0)
    skin_centre = radius_at(0.1 * centre) - radius_at(0.9 * centre)
    eps = math.exp(-cf / af)
    shift = af * math.log((1 + 10 * eps) / (1 + 10 * eps / 9))
    assert abs(skin_centre - (float(skin) - shift)) < 1e-9

    # True mean square radius, and the c that reproduces the wanted radius
    r2_true = moment_quadrature(4, c, a) / moment_quadrature(2, c, a)
    delta = r2_true - rms**2
    assert abs(delta_full(c, a) / delta - 1) < 1e-12
    c_exact = mp.findroot(
        lambda y: moment4_formula(y, a) / moment2_formula(y, a) - rms**2,
        (c, c + mp.mpf("0.01")))
    check = moment_quadrature(4, c_exact, a) / moment_quadrature(2, c_exact, a)
    assert abs(check - rms**2) < 1e-12

    print(f"Model nucleus {label}: Z = {charge}, wanted r_rms = {rms_text} fm"
          f" = {float(rms) / BOHR_IN_FM:.5e} bohr")
    print(f"  t = {skin_text} fm = {float(skin) / BOHR_IN_FM:.5e} bohr")
    print(f"  a = {af:.6f} fm = {af / BOHR_IN_FM:.5e} bohr")
    print(f"  c (simple formula) = {cf:.6f} fm = {cf / BOHR_IN_FM:.5e} bohr")
    print(f"  c/a = {float(eta):.5f}, exp(-c/a) = {eps:.5e}")
    print(f"  pi^2 a^2/c^2 = {float(PI**2 * b**2):.8f}")
    for n in (1, 2):
        term = 6 * b**3 * (-1) ** (n + 1) * mp.exp(-n * eta) / n**3
        print(f"  series term n={n} in N = {float(term):.5e}")
    print(f"  N = {float(norm_factor):.8f}")
    print(f"  rho0 = {rho0f:.7f} e/fm^3")
    print(f"  central density rho(0) = {centre:.7f} e/fm^3")
    print(f"  r at 90% = {r90:.6f} fm, r at 10% = {r10:.6f} fm")
    print(f"  thickness relative to rho(0) = {skin_centre:.6f} fm")
    print(f"  sqrt(3/5) c, surface term dropped = {math.sqrt(0.6) * cf:.6f} fm")
    print(f"  r_rms by quadrature = {float(mp.sqrt(r2_true)):.9f} fm")
    print(f"  delta in <r^2> = {float(delta):.5e} fm^2")
    print(f"  leading form of delta = {float(delta_leading(c, a)):.5e} fm^2")
    print(f"  c (exact) - c (simple) = {float(c_exact - c):.5e} fm")


print(f"Bohr radius = {BOHR_IN_FM:.4f} fm")
worked_case("A", 50, "5.00", "2.30")
worked_case("B", 10, "2.50", "2.30")
limit_ratio = math.pi * math.sqrt(7 / 5) / (4 * math.log(3))
print(f"Smallest r_rms/t with real c in simple formula = {limit_ratio:.5f}")
print("all good")
```

It prints:

```
Relative excess of simple <r^2> over quadrature value:
  c/a =    0: 6.786e-02
  c/a =  0.5: 4.079e-02
  c/a =    2: 7.074e-03
  c/a =    5: 1.351e-04
  c/a =   10: 2.076e-07
  c/a =   20: 1.437e-12
Bohr radius = 52917.7211 fm
Model nucleus A: Z = 50, wanted r_rms = 5.00 fm = 9.44863e-05 bohr
  t = 2.30 fm = 4.34637e-05 bohr
  a = 0.523388 fm = 9.89059e-06 bohr
  c (simple formula) = 5.946277 fm = 1.12368e-04 bohr
  c/a = 11.36114, exp(-c/a) = 1.16392e-05
  pi^2 a^2/c^2 = 0.07646387
  series term n=1 in N = 4.76220e-08
  series term n=2 in N = -6.92850e-14
  N = 1.07646392
  rho0 = 0.0527408 e/fm^3
  central density rho(0) = 0.0527402 e/fm^3
  r at 90% = 4.796277 fm, r at 10% = 7.096277 fm
  thickness relative to rho(0) = 2.299946 fm
  sqrt(3/5) c, surface term dropped = 4.605966 fm
  r_rms by quadrature = 4.999999904 fm
  delta in <r^2> = -9.60557e-07 fm^2
  leading form of delta = -9.60559e-07 fm^2
  c (exact) - c (simple) = 1.34616e-07 fm
Model nucleus B: Z = 10, wanted r_rms = 2.50 fm = 4.72432e-05 bohr
  t = 2.30 fm = 4.34637e-05 bohr
  a = 0.523388 fm = 9.89059e-06 bohr
  c (simple formula) = 2.026871 fm = 3.83023e-05 bohr
  c/a = 3.87260, exp(-c/a) = 2.08042e-02
  pi^2 a^2/c^2 = 0.65810348
  series term n=1 in N = 2.14928e-03
  series term n=2 in N = -5.58926e-06
  N = 1.66024721
  rho0 = 0.1726872 e/fm^3
  central density rho(0) = 0.1691678 e/fm^3
  r at 90% = 0.876871 fm, r at 10% = 3.176871 fm
  thickness relative to rho(0) = 2.213040 fm
  sqrt(3/5) c, surface term dropped = 1.570008 fm
  r_rms by quadrature = 2.499236416 fm
  delta in <r^2> = -3.81734e-03 fm^2
  leading form of delta = -3.84045e-03 fm^2
  c (exact) - c (simple) = 1.56357e-03 fm
Smallest r_rms/t with real c in simple formula = 0.84588
all good
```
